\section*{Quasi-chemical fraction of Al-O-Al links at equal silicon and aluminium}

\section*{Question}

I am working on an aluminosilicate glass with equal numbers of Si and Al atoms. Every Si and Al is tetrahedral, and every oxygen bridges two of them. Converting two Si-O-Al links into one Si-O-Si and one Al-O-Al link costs an energy $2w$. I am supposed to show quasi-chemically that the fraction of links that are Al-O-Al is
\[
x=\frac{1}{2+2\exp(w/kT)} .
\]

I treated the conversion as a chemical reaction and set
\[
\frac{x_{\rm SiSi}\,x_{\rm AlAl}}{x_{\rm SiAl}^2}=e^{-2w/kT}.
\]
With $x_{\rm SiSi}=x_{\rm AlAl}=x$ and $x_{\rm SiAl}=1-2x$, this gives $x=1/(2+e^{w/kT})$. At $w=0$ that is $1/3$, but random mixing should surely give $1/4$. Where does the missing factor come from? Why does the answer contain $w$ when the reaction costs $2w$, and why does it not matter that each atom has four neighbours? I would also like to know whether I can trust the formula for a real glass.

\section*{Answer}

Your reaction is right, but your equilibrium constant lacks a factor $1/4$. An unlike link can be placed in two ways, with Al at one end or at the other, and your reaction consumes two such links. Counting the arrangements shows this, and also shows what the approximation assumes.

\subsection*{Link balance and energy}

Let there be $N$ tetrahedral atoms, $N/2$ of each kind. Each has four bond ends and each link uses two, so there are $4N/2=2N$ links. Write $L_{\rm AA}$, $L_{\rm SS}$ and $L_{\rm SA}$ for the numbers of Al-O-Al, Si-O-Si and Si-O-Al links, the last without regard to direction. Counting the bond ends on Al and on Si gives
\begin{align}
2N&=2L_{\rm AA}+L_{\rm SA},\\
2N&=2L_{\rm SS}+L_{\rm SA}.
\end{align}
Subtraction gives $L_{\rm AA}=L_{\rm SS}$. With $L_{\rm AA}=2Nx$,
\begin{equation}
L_{\rm SS}=2Nx,\qquad L_{\rm SA}=2N(1-2x),\qquad 0\le x\le \tfrac12 .
\end{equation}

Suppose that the energy is a sum over links, with energies $e_{\rm AA}$, $e_{\rm SS}$ and $e_{\rm SA}$. Your exchange cost is $2w=e_{\rm AA}+e_{\rm SS}-2e_{\rm SA}$. Hence
\begin{align}
E&=e_{\rm AA}L_{\rm AA}+e_{\rm SS}L_{\rm SS}+e_{\rm SA}L_{\rm SA}\nonumber\\
&=(e_{\rm AA}+e_{\rm SS})L_{\rm AA}+e_{\rm SA}(2N-2L_{\rm AA})\nonumber\\
&=2Ne_{\rm SA}+2wL_{\rm AA}
=2Ne_{\rm SA}+4Nwx. \label{energy}
\end{align}
The two like links need not have equal energies. At fixed composition they appear in equal numbers, so only their sum matters. The cost $2w$ creates two like links, which is $w$ per like link on average.

\subsection*{Counting the arrangements}

The quasi-chemical step is to ignore how links are correlated through closed rings. One way to do this is to join the $4N$ bond ends in pairs at random, and to use the number of atomic arrangements averaged over all such networks. Random pairing sometimes joins an atom to itself. There are $6N$ pairs of ends on the same atom, each joined with probability $1/(4N-1)$, so about $3/2$ such links are expected in the whole network. They do not affect fractions when $N$ is large.

Let $n=L_{\rm AA}$ and $m=L_{\rm SA}=2N-2n$. For a given assignment of atoms, pairings with these numbers are built as follows:
\begin{itemize}
\item choose the $m$ Al ends and the $m$ Si ends that form unlike links, in $\binom{2N}{m}^2$ ways;
\item match them with each other, in $m!$ ways;
\item pair the remaining $2n$ Al ends among themselves, and likewise the $2n$ Si ends, in $[(2n-1)!!]^2$ ways.
\end{itemize}
There are $(4N-1)!!$ pairings in total and $\binom{N}{N/2}$ ways to assign the atoms. The average number of arrangements is therefore
\begin{equation}
\Omega=\binom{N}{N/2}\binom{2N}{m}^{2}
\frac{m!\,[(2n-1)!!]^2}{(4N-1)!!}.
\end{equation}
Now insert
\[
\binom{2N}{m}=\frac{(2N)!}{m!\,(2n)!},\quad
(2n-1)!!=\frac{(2n)!}{2^n n!},\quad
(4N-1)!!=\frac{(4N)!}{2^{2N}(2N)!}.
\]
The factors $(2n)!$ cancel, one factor $m!$ remains in the denominator, and the powers of two combine to $2^{2N-2n}=2^m$:
\begin{equation}
\Omega=\binom{N}{N/2}\frac{[(2N)!]^3}{(4N)!}\,
\frac{2^m}{m!\,(n!)^2}. \label{count}
\end{equation}
The factor $2^m$ is what your reaction constant left out: two orientations for each unlike link.

For large $N$ use $\ln q!\simeq q\ln q-q$. The parts of $\ln\Omega$ are
\begin{align}
\ln\binom{N}{N/2}&\simeq N\ln2,\\
3\ln(2N)!-\ln(4N)!&\simeq 2N\ln(2N)-4N\ln2-2N,\\
m\ln2&=2N(1-2x)\ln2,\\
-\ln m!-2\ln n!&\simeq 2N-2N\ln(2N)\nonumber\\
&\quad-2N\left[(1-2x)\ln(1-2x)+2x\ln x\right].
\end{align}
In the sum, the terms $\pm2N\ln(2N)$ and $\pm2N$ cancel. Let $p=2x$ be the fraction of like links, and write $2x\ln x=p\ln p-p\ln2$. Then
\begin{align}
\frac{\ln\Omega}{N}
&\simeq \ln2-4\ln2+2(1-p)\ln2+2p\ln2\nonumber\\
&\quad-2\left[p\ln p+(1-p)\ln(1-p)\right]\nonumber\\
&=2H(p)-\ln2, \label{entropy}
\end{align}
where $H(p)=-p\ln p-(1-p)\ln(1-p)$. At $p=1/2$ this is $\ln2$ per atom, the entropy of free mixing, as it should be.

\subsection*{Minimizing the free energy}

Measured from $2Ne_{\rm SA}$, the free energy per atom is
\begin{equation}
f(x)=4wx-kT\left[2H(2x)-\ln2\right].
\end{equation}
Since $H'(p)=\ln[(1-p)/p]$ and $dp/dx=2$,
\begin{equation}
\frac{df}{dx}=4w-4kT\ln\frac{1-2x}{2x}=0 .
\end{equation}
Thus $(1-2x)/(2x)=e^{w/kT}$. Multiplying by $2x$ gives $1=2x(1+e^{w/kT})$, or
\begin{equation}
\boxed{x=\frac{1}{2+2\exp(w/kT)}} \label{result}
\end{equation}
The stationary point is a minimum, because
\begin{equation}
\frac{d^2f}{dx^2}=4kT\left(\frac{2}{1-2x}+\frac1x\right)
=\frac{4kT}{x(1-2x)}>0 .
\end{equation}

To return to your reaction, write the stationarity condition as $x/(1-2x)=\tfrac12e^{-w/kT}$ and square it:
\begin{equation}
\frac{x_{\rm SiSi}\,x_{\rm AlAl}}{x_{\rm SiAl}^2}
=\frac14e^{-2w/kT}.
\end{equation}
Each Si-O-Al link has two orientations, and two of them react, hence $1/2^2$. The square root that recovers $x$ turns $2w$ into $w$.

\subsection*{Why the four neighbours drop out}

Consider a branching network without rings. Take equal energies for the two like links and equal chemical potentials for Al and Si. Start from one atom and add the others outward. Relative to the atom to which it is attached, each new atom is like with weight $e^{-w/kT}$ and unlike with weight $1$. The sum of these weights is the same whether the earlier atom is Al or Si, so the links are independent:
\begin{equation}
P({\rm like})=\frac{e^{-w/kT}}{1+e^{-w/kT}}
=\frac1{1+e^{w/kT}} .
\end{equation}
Exchanging the names Al and Si leaves the weights unchanged, so half of the like links are Al-O-Al. This is equation~\eqref{result} again, whatever the number of branches. On such a tree the formula is exact under the stated conditions. Coordination matters once branches meet again and form rings.

\subsection*{Limits}

With $w=0$ the formula gives $x=1/4$, your random-mixing value. A useful measure of aluminium avoidance is
\begin{equation}
1-4x=\frac{e^{w/kT}-1}{e^{w/kT}+1}=\tanh\frac{w}{2kT},
\end{equation}
which is 0 for random mixing and 1 when no Al-O-Al links remain. For $|w|\ll kT$, expanding the hyperbolic tangent gives $x\simeq1/4-w/(8kT)$.

For $w\gg kT$, $x\simeq\tfrac12e^{-w/kT}$. The apparent activation energy is $w$, half the exchange cost, because one exchange makes a pair of like links that the approximation then lets wander apart independently. For large negative $w$ the formula tends to $x=1/2$: half the links are Al-O-Al, half are Si-O-Si, and unlike links vanish.

\subsection*{A glass of anorthite composition}

${\rm CaAl_2Si_2O_8}$ has equal Si and Al, and two oxygens per tetrahedral atom, as a fully linked network requires. I take $2w=30$ kJ/mol and a freezing-in temperature of 1150 K. Both are rough values. The second is meant to lie near the glass transition, since the links stop rearranging there; using room temperature would be wrong for a glass cooled from the melt.

With molar energies, $k$ becomes $R$:
\begin{align}
\frac{w}{RT}&=\frac{15.0\ {\rm kJ/mol}}{9.562\ {\rm kJ/mol}}=1.569,\\
x&=\frac{1}{2+2(4.801)}=0.086 .
\end{align}
Here $w=15.0$ kJ/mol, or 0.155 eV per link. About 8.6\% of the links are Al-O-Al, another 8.6\% are Si-O-Si and 82.8\% are Si-O-Al. The avoidance measure is 0.66, so avoidance is strong but far from complete.

To see how the inputs matter, put $a=w/RT$. Differentiating $\ln x=-\ln2-\ln(1+e^a)$ gives
\begin{equation}
\frac{dx}{x}=-\frac{e^a}{1+e^a}\,da=-(1-2x)\,da,
\end{equation}
and at fixed $w$, $da=-a\,dT/T$. A small relative change in temperature is therefore multiplied by $(1-2x)a=0.828\times1.569\simeq1.3$. With $w$ held fixed, 1050 K gives 7.6\% and 1250 K gives 9.6\%. The exchange energy matters more over its plausible range: at 1150 K, $2w=20$ kJ/mol gives 13.0\%, and 40 kJ/mol gives 5.5\%.

\subsection*{What closed rings do}

Real networks have rings, and their effect depends on the kind of ring. A ring with an even number of tetrahedral atoms can alternate Si and Al all the way round. A ring with an odd number cannot, and must contain at least one like link.

\paragraph{Even rings only.} The whole network can then alternate, with Al on one sublattice and Si on the other. That state has $x=0$, no mixing entropy per atom, and $f=0$. To compare, use $4wx=2wp$ and insert $w/kT=\ln[(1-p)/p]$ into $f$:
\begin{align}
\frac{f}{kT}&=2p\ln\frac{1-p}{p}+2p\ln p+2(1-p)\ln(1-p)+\ln2\nonumber\\
&=2\ln(1-p)+\ln2
=\ln2-2\ln\left(1+e^{-w/kT}\right).
\end{align}
The last step uses $1-p=1/(1+e^{-w/kT})$. This is positive, so the alternating state wins, when $1+e^{-w/kT}<\sqrt2$, that is, when $e^{w/kT}>1+\sqrt2\simeq2.41$. This compares only perfect alternation with disorder; partial alternation wins earlier, and on the diamond network it sets in near $e^{w/kT}\approx2.1$. The example has $e^{w/kT}=4.80$, well above 2.41, and the diamond network simulated below stays almost perfectly alternating there. Equation~\eqref{result} therefore describes a state without long-range order, which need not be the equilibrium state of every network.

A simulation of a diamond network of 6750 atoms, which has only even rings, shows the size of the effect. It used equal chemical potentials and equal like-link energies, and started from the alternating state. At the example's $w$ and $T$ it kept a sublattice order of 0.995, with only about 0.2\% Al-O-Al. At 5000 K with the same $w$, a temperature that serves only to test the model, the order disappeared and $x$ was 20.5\%, in agreement with the formula.

\paragraph{Randomly joined networks.} Here rings of both kinds occur, but almost all of them are long: on average there are only about 4.5 three-membered and 24 five-membered rings, however large the network is. In a simulated random network of 6000 atoms at fixed equal composition, $w/kT=0.5$ gave 18.91\% against 18.88\% from the formula, and $w/kT=1.0$ gave 13.42\% against 13.45\%. For the example's values, after gradual cooling, the simulation gave 9.5\% instead of 8.6\%, about a tenth more relative to the formula. Part of this excess is incomplete equilibration: slower cooling brings the value down to about 9.0\%, and slowing it five times more leaves it there. The remaining excess is not caused by the few short rings. The correlation between two atoms is multiplied by $-\tanh(w/2kT)$ for each link between them, while the number of atoms reached triples with each link. Once $3\tanh^2(w/2kT)>1$, that is $w/kT>1.317$, the influence of distant atoms no longer dies out. The long odd rings then frustrate the alternation, and the network freezes into a disordered pattern, as a spin glass does. In the slow simulations the formula holds up to about $w/kT=1.3$ and falls increasingly short beyond it. A real glass, with many short rings, is a different case, and this threshold does not carry over to it.

At stronger avoidance the formula must fail on such networks. Equation~\eqref{entropy} becomes negative when $x$ falls below 5.50\%, which the formula reaches at $w/kT=2.09$. The average number of arrangements with so few like links is then exponentially small in $N$. The probability that a network has at least one such arrangement cannot exceed that average number, so almost all large random networks have none. At $w/kT=3.0$ the formula predicts 2.4\%, below the bound, while the cooled simulation gave 8.0\%, or about 6.9\% with slower cooling. The 5.50\% is a lower bound on $x$, not an estimate of it.

The example has an entropy of $0.23\,k$ per atom and so passes this test. Passing is necessary but does not make the formula exact, as the simulated excess shows. For the example's $w$, the entropy would reach zero at 863 K. With $2w=40$ kJ/mol at 1150 K you would already be at the edge. Since $H(p)=H(1-p)$, the same failure occurs for large negative $w$, near $x=1/2$.

\subsection*{Can you use it for the real glass?}

For anorthite glass, treat 8.6\% as a model estimate. Of its two inputs, $w$ matters more: the range of $2w$ used above moves it between 5.5\% and 13.0\%. The lower figure is too low for a randomly joined network: at $2w=40$ kJ/mol, slowly cooled simulations give about 7.6\%. At $2w=30$ kJ/mol they give about 9.0\% instead of 8.6\%, a smaller shift than the uncertainty in $w$ causes. The diamond result of about 0.2\% shows what long-range alternation would do; the crystal of this composition does alternate Si and Al almost completely, whereas a glass has no long-range order. The ring statistics of the real glass match neither simulated network, so neither number is a correction to apply directly.

The real glass can also contain some non-bridging oxygens, five-coordinated Al and perhaps oxygens shared by three tetrahedral atoms. If a small fraction $q$ of the oxygens lies outside ordinary links, and the remaining links still obey the formula, the Al-O-Al share of all oxygens becomes $(1-q)x$. A few per cent of such oxygens then lowers the result by a few per cent of itself. Calcium positions and a spread of link energies could matter more, and this model does not size them. Most of the values quoted here are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Rough inputs, anorthite-composition glass
exchange cost 2w: 30.0 kJ/mol
cost per like link w: 15.0 kJ/mol = 0.1555 eV
freezing-in temperature: 1150 K
thermal energy RT: 9.562 kJ/mol
w/RT: 1.5688 (no unit)
exp(w/RT): 4.8007 (no unit)
Al-O-Al fraction, formula: 8.62 %
Si-O-Si fraction: 8.62 %
Si-O-Al fraction: 82.76 %
random-mixing Al-O-Al fraction: 25.00 %
avoidance degree 1-4x: 0.6552 (no unit)
Sensitivity of the Al-O-Al fraction
2w = 20 kJ/mol, same temperature: 13.00 %
2w = 40 kJ/mol, same temperature: 5.50 %
T = 1050 K, same w: 7.61 %
T = 1250 K, same w: 9.55 %
Independent checks
most probable state of explicit count: 8.62 %
all states of 17-atom tree: 8.62 %
atoms in simulated random network: 6000 (count)
random network, w/kT = 0.5: 18.91 %, formula 18.88 %
random network, w/kT = 1.0: 13.42 %, formula 13.45 %
Effects of rings and long-range order
random network, example values: 9.52 %
atoms in diamond network: 6750 (count)
ordered diamond network, example values: 0.201 %
its sublattice order: 0.995 (no unit)
diamond network at 5000 K: 20.50 %, formula 20.54 %
its sublattice order: 0.001 (no unit)
Entropy bound for typical random networks
entropy per atom in example: 0.2262 k_B
zero entropy at w/kT: 2.0905 (no unit)
Al-O-Al fraction there: 5.50 %
corresponding temperature for example w: 863 K
cooled random network, w/kT = 3.0: 7.96 %, formula 2.37 %
\end{verbatim}
